# Conducting Ewald boundaries and Kirkwood's g: the uniform 1/N correlation: a numerical check

```python
"""
Result under test: for N rigid dipoles in a periodic cell with conducting
Ewald boundaries, the mean cosine C(r) between dipoles has a uniform part
c/N with c = G - g = (eps-1)^2/(9 eps y), so that G/g = 3 eps/(2 eps+1).
  G   = <M^2>/(N mu^2), the full-cell dipole factor
  g   = Kirkwood's factor, the sum of the short-ranged part of C(r)
  y   = 4 pi N mu^2/(9 V kT) (Gaussian-type units, 4 pi eps0 = 1)
  eps = static dielectric constant
Model: dipoles on a simple cubic lattice (spacing = 1 inside the program),
each a Gaussian charge cloud, pair potential of unit charges erf(r)/r.
b = mu^2/(spacing^3 kT) is the coupling strength.
"""
import numpy as np
from scipy import constants as sc
from scipy.fft import fftn, ifftn
from scipy.optimize import brentq
from scipy.special import erf

PI4 = 4 * np.pi
SELF = 4 / (3 * np.sqrt(np.pi))      # field of a cloud on itself, removed

# ---------- example parameters (round model values) ----------
temperature = 300.0                  # K
spacing = 3.0                        # angstrom
moment = 0.3                         # e angstrom
kT = sc.k * temperature / sc.e       # eV
coulomb = sc.e / (PI4 * sc.epsilon_0) * 1e10      # eV angstrom / e^2
pair_energy = coulomb * moment**2 / spacing**3    # eV
b = pair_energy / kT
y = PI4 * b / 9


def coupling(k):
    """Ewald dipole coupling at wave vectors k (n,3); the q=0 term is dropped."""
    total = np.zeros((len(k), 3, 3))
    shifts = range(-2, 3)
    for n1 in shifts:
        for n2 in shifts:
            for n3 in shifts:
                q = k + 2 * np.pi * np.array([n1, n2, n3])
                q2 = (q**2).sum(1)
                safe = np.where(q2 > 1e-14, q2, 1.0)
                weight = np.where(q2 > 1e-14, PI4 * np.exp(-q2 / 4) / safe, 0)
                total += weight[:, None, None] * q[:, :, None] * q[:, None, :]
    return total - SELF * np.eye(3)


def grid(L):
    f = 2 * np.pi * np.fft.fftfreq(L)
    return np.stack(np.meshgrid(f, f, f, indexing="ij"), -1).reshape(-1, 3)


def distances(L):
    d = np.minimum(np.arange(L), L - np.arange(L))
    X, Y, Z = np.meshgrid(d, d, d, indexing="ij")
    return np.sqrt(X**2 + Y**2 + Z**2)


def uniform_part(eps, y_value, eps_out=None):
    """Predicted c for surroundings eps_out (None: conducting)."""
    outer = 1.0 if eps_out is None else (2*eps_out + 1) / (2*eps_out + eps)
    return (3*(eps - 1)*outer - (eps - 1)*(2*eps + 1)/eps) / (9*y_value)


def harmonic_cell(L, strength, eps_out=None):
    """Solvable model: Gaussian dipoles with <mu^2> held fixed."""
    T = coupling(grid(L))
    if eps_out is not None:
        T[0] += PI4 / (2 * eps_out + 1) * np.eye(3)
    w = strength * np.linalg.eigvalsh(T)
    low = -w.min()
    stiff = brentq(lambda s: (1 / (s + w)).sum(1).mean() - 1,
                   low + 1e-6, low + 3.001, xtol=1e-13)
    trace = (1 / (stiff + w)).sum(1)
    C = ifftn(trace.reshape(L, L, L)).real
    return stiff, trace[0], C


# ---------- 1. cell tensor against the bare dipole tensor ----------
L = 16
T_cell = ifftn(coupling(grid(L)).reshape(L, L, L, 3, 3), axes=(0, 1, 2)).real
trace_far = np.trace(T_cell[5, 3, 2]) * L**3
assert abs(trace_far + PI4) < 1e-3
phi = lambda r: erf(r) / r
step = 1e-3
bare_xx = -(phi(2 + step) - 2 * phi(2.0) + phi(2 - step)) / step**2
assert abs(T_cell[2, 0, 0, 0, 0] - bare_xx + PI4 / (3 * L**3)) < 3e-4

# ---------- 2. solvable model: plateau, running sum, small k ----------
harmonic = {}
for L in (6, 12, 16):
    stiff, G_h, C = harmonic_cell(L, b)
    eps_h = 1 + 3 * y * G_h
    far = distances(L) > 0.55 * L
    harmonic[L] = (L**3 * C[far].mean(), uniform_part(eps_h, y), eps_h)
    if L > 6:
        assert abs(harmonic[L][0] / harmonic[L][1] - 1) < 5e-3
# the last cell (L = 16) is examined further
assert np.ptp(C[far]) < 0.01 * C[far].mean()          # uniform in r
g_h = (eps_h - 1) * (2 * eps_h + 1) / (9 * eps_h * y)
near = distances(L) <= 7
running = C[near].sum()
running_pred = g_h + near.sum() / L**3 * (G_h - g_h)
assert abs(running - running_pred) < 3e-3
n_hat = np.array([1.0, 2.0, 3.0]) / np.sqrt(14)
S = np.linalg.inv(stiff * np.eye(3) + b * coupling(1e-3 * n_hat[None])[0])
longitudinal = PI4 * b * n_hat @ S @ n_hat
transverse = PI4 * b * (np.trace(S) - n_hat @ S @ n_hat) / 2
assert abs(longitudinal - (1 - 1 / eps_h)) < 1e-4
assert abs(transverse - (eps_h - 1)) < 1e-3 * eps_h

# other surroundings: matched medium and vacuum
other = {}
for name, eps_out in (("matched", eps_h), ("vacuum", 1.0)):
    C_out = harmonic_cell(L, b, eps_out)[2]
    other[name] = L**3 * C_out[far].mean()
    assert abs(other[name] - uniform_part(eps_h, y, eps_out)) < 4e-3

# weak coupling: c tends to y
b_weak = 0.002
far12 = distances(12) > 0.55 * 12
weak_ratio = (12**3 * harmonic_cell(12, b_weak)[2][far12].mean()
              / (PI4 * b_weak / 9))
assert abs(weak_ratio - 1) < 0.02

# ---------- 3. rigid dipoles: heat-bath Monte Carlo ----------
L, copies = 6, 256
N = L**3
T6 = ifftn(coupling(grid(L)).reshape(L, L, L, 3, 3), axes=(0, 1, 2)).real
T6[0, 0, 0] = 0        # own images: a constant energy for rigid dipoles
site = np.indices((L, L, L)).reshape(3, -1)
diff = (site[:, :, None] - site[:, None, :]) % L
rows = -b * T6[diff[0], diff[1], diff[2]]             # (N, N, 3, 3)
rows = np.ascontiguousarray(rows.transpose(0, 2, 1, 3).reshape(N, 3, 3 * N),
                            dtype=np.float32)


def simulate(field, burn, sweeps, seed, correlations):
    """Independent copies; field = mu E/kT along z. Averages per copy."""
    rng = np.random.default_rng(seed)
    start = rng.standard_normal((N, 3, copies))
    start /= np.sqrt((start**2).sum(1, keepdims=True))
    state = start.reshape(3 * N, copies).astype(np.float32)
    power = np.zeros((L, L, L, copies))
    mean_z = np.zeros(copies)
    for sweep in range(burn + sweeps):
        normal = rng.standard_normal((N, 3, copies))
        u = 1 - rng.random((N, copies))
        for i in range(N):
            h = (rows[i] @ state).astype(float)
            h[2] += field
            x = np.sqrt((h * h).sum(0))
            h /= x
            cosine = 1 + np.log(u[i] + (1 - u[i]) * np.exp(-2 * x)) / x
            v = normal[i]
            v -= h * (h * v).sum(0)
            v *= np.sqrt(np.abs(1 - cosine**2) / (v * v).sum(0))
            state[3 * i:3 * i + 3] = cosine * h + v
        if sweep >= burn:
            mean_z += state[2::3].mean(0) / sweeps
            if correlations:
                F = fftn(state.reshape(L, L, L, 3, copies), axes=(0, 1, 2))
                power += (F.real**2 + F.imag**2).sum(3) / (N * sweeps)
    return mean_z, power


def average(samples):
    return samples.mean(), samples.std(ddof=1) / np.sqrt(len(samples))


# dielectric constant from its definition: polarization in a weak field
field = 0.25
m_z, _ = simulate(field, 20, 60, 1, False)
eps, eps_err = average(1 + PI4 * b * m_z / field)

# correlations without field, from a separate run
_, power = simulate(0.0, 20, 200, 2, True)
C_copy = ifftn(power, axes=(0, 1, 2)).real
assert np.allclose(C_copy[0, 0, 0], 1, atol=1e-4)     # rigid length
far = distances(L) > 0.55 * L
G_copy = power[0, 0, 0]
c_copy = N * C_copy[far].mean(0)
g_copy = G_copy - c_copy
G, G_err = average(G_copy)
c, c_err = average(c_copy)
g, g_err = average(g_copy)
ratio = G / g
ratio_err = average((G_copy * g - G * g_copy) / g**2)[1]
neighbour = C_copy[distances(L) == 1].mean()

eps_fluct, eps_fluct_err = 1 + 3 * y * G, 3 * y * G_err
c_pred = uniform_part(eps, y)
c_pred_err = c_pred * (2 / (eps - 1) - 1 / eps) * eps_err
ratio_pred = 3 * eps / (2 * eps + 1)
g_pred = (eps - 1) * (2 * eps + 1) / (9 * eps * y)
# Tolerances: four standard errors, 1 % for saturation in the weak field and
# O(1/N) terms, and the finite-cell bias seen in the solvable model.
bias = abs(harmonic[6][0] - harmonic[6][1])
assert abs(eps - eps_fluct) < 4 * np.hypot(eps_err, eps_fluct_err) + 0.01*eps
assert abs(c - c_pred) < 4 * np.hypot(c_err, c_pred_err) + 0.01*c_pred + bias
assert abs(ratio - ratio_pred) < 4 * ratio_err + 0.01*ratio + bias*G/g**2
assert c > 8 * c_err                                  # clearly not zero

# ---------- 4. neglected electronic background ----------
eps_inf = 2.0
chi_or, chi_el = (eps - eps_inf) / PI4, (eps_inf - 1) / PI4
stiffness = np.diag([1 / chi_or, 1 / chi_el])
cov_T = np.linalg.inv(stiffness)[0, 0]
cov_L = np.linalg.inv(stiffness + PI4 * np.ones((2, 2)))[0, 0]
ratio_background = 3 * cov_T / (2 * cov_T + cov_L)
assert abs(ratio_background - 3 * eps / (2 * eps + eps_inf)) < 1e-9

# ---------- output ----------
print(f"temperature                        {temperature:.0f} K")
print(f"kT                                 {kT:.5f} eV")
print(f"lattice spacing                    {spacing:.1f} angstrom")
print(f"dipole moment                      {moment:.1f} e angstrom")
print(f"mu^2/spacing^3                     {pair_energy:.5f} eV")
print(f"coupling b = mu^2/(spacing^3 kT)   {b:.4f}")
print(f"y                                  {y:.4f}")
print(f"V * trace of far cell tensor       {trace_far:.4f} (-4 pi = {-PI4:.4f})")
print("-- solvable harmonic model --")
for size, (found, formula, e) in harmonic.items():
    print(f"N={size**3:5d}: eps {e:.4f}, N*C_far {found:.5f}, formula {formula:.5f}")
print(f"N=4096: G, g from formula          {G_h:.4f}, {g_h:.4f}")
print(f"running sum to 7 spacings, sites   {running:.4f}, {near.sum()}")
print(f"running sum predicted              {running_pred:.4f}")
print(f"small k: longitudinal, 1-1/eps     {longitudinal:.5f}, {1-1/eps_h:.5f}")
print(f"small k: transverse, eps-1         {transverse:.4f}, {eps_h-1:.4f}")
print(f"N*C_far, matched surroundings      {other['matched']:.5f}")
print(f"N*C_far, vacuum surroundings       {other['vacuum']:.5f}")
print(f"vacuum formula                     {uniform_part(eps_h, y, 1.0):.5f}")
print(f"weak coupling b={b_weak}: N*C_far/y   {weak_ratio:.4f}")
print("-- rigid dipoles, Monte Carlo --")
print(f"dipoles, cell edge                 {N}, {L*spacing:.0f} angstrom")
print(f"applied field                      {field*kT/moment:.5f} V/angstrom")
print(f"eps from field response            {eps:.3f} +- {eps_err:.3f}")
print(f"eps from fluctuations              {eps_fluct:.3f} +- {eps_fluct_err:.3f}")
print(f"G full cell                        {G:.4f} +- {G_err:.4f}")
print(f"nearest-neighbour mean cosine      {neighbour:.5f}")
print(f"far mean cosine C_far              {c/N:.6f} +- {c_err/N:.6f}")
print(f"N*C_far measured                   {c:.4f} +- {c_err:.4f}")
print(f"N*C_far predicted from field eps   {c_pred:.4f} +- {c_pred_err:.4f}")
print(f"finite-cell bias, harmonic N=216   {bias:.4f}")
print(f"g = G - N*C_far                    {g:.4f} +- {g_err:.4f}")
print(f"g from Kirkwood equation           {g_pred:.4f}")
print(f"G/g measured                       {ratio:.4f} +- {ratio_err:.4f}")
print(f"3 eps/(2 eps+1)                    {ratio_pred:.4f}")
print(f"ratio with background eps_inf={eps_inf:.0f}    {ratio_background:.4f}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
temperature                        300 K
kT                                 0.02585 eV
lattice spacing                    3.0 angstrom
dipole moment                      0.3 e angstrom
mu^2/spacing^3                     0.04800 eV
coupling b = mu^2/(spacing^3 kT)   1.8567
y                                  2.5924
V * trace of far cell tensor       -12.5664 (-4 pi = -12.5664)
-- solvable harmonic model --
N=  216: eps 10.4902, N*C_far 0.36453, formula 0.36798
N= 1728: eps 10.5065, N*C_far 0.36844, formula 0.36867
N= 4096: eps 10.5078, N*C_far 0.36849, formula 0.36873
N=4096: G, g from formula          1.2225, 0.8538
running sum to 7 spacings, sites   0.9816, 1419
running sum predicted              0.9815
small k: longitudinal, 1-1/eps     0.90483, 0.90483
small k: transverse, eps-1         9.5078, 9.5078
N*C_far, matched surroundings      -0.00026
N*C_far, vacuum surroundings       -0.56100
vacuum formula                     -0.56057
weak coupling b=0.002: N*C_far/y   0.9927
-- rigid dipoles, Monte Carlo --
dipoles, cell edge                 216, 18 angstrom
applied field                      0.02154 V/angstrom
eps from field response            10.367 +- 0.039
eps from fluctuations              10.585 +- 0.041
G full cell                        1.2325 +- 0.0053
nearest-neighbour mean cosine      -0.03370
far mean cosine C_far              0.001722 +- 0.000033
N*C_far measured                   0.3719 +- 0.0072
N*C_far predicted from field eps   0.3627 +- 0.0017
finite-cell bias, harmonic N=216   0.0034
g = G - N*C_far                    0.8605 +- 0.0055
g from Kirkwood equation           0.8417
G/g measured                       1.4322 +- 0.0104
3 eps/(2 eps+1)                    1.4310
ratio with background eps_inf=2    1.3680
ALL CHECKS PASSED
```
